\section*{Minimum Film Thickness for an Internal Frank-Read Source under Misfit Stress}

\section{Which dislocations belong in the calculation?}

A calculation of plastic relaxation in a strained film must start from a stock of dislocations. One can admit only the threading dislocations inherited from the substrate, or also internal Frank-Read sources: segments pinned at both ends that bow out and multiply. Sources add cost and can change the predicted strain, so it helps to know roughly below what thickness the misfit stress is too weak to operate them.

The example is a (001) gold film on silver. The inputs are rough typical values: film lattice parameter $a=0.408$ nm, shear modulus $\mu=27$ GPa, Poisson ratio $\nu=0.42$, and misfit
\begin{equation}
f=\frac{a_{\rm substrate}-a_{\rm film}}{a_{\rm film}}=0.002 .
\end{equation}
Positive $f$ means that the film is stretched.

\section{Back of the envelope}

A source of length $L$ needs a resolved shear stress of about $\mu b/L$, where $b$ is the length of the Burgers vector. A coherent film supplies $\tau=SM|f|$, with $M$ the biaxial modulus and $S$ the Schmid factor. A source in a film of thickness $h$ has $L\lesssim h$. Setting $L=h$ gives
\begin{equation}
h_{\min}\simeq\frac{\mu b}{SM|f|}.
\label{eq:envelope}
\end{equation}
With $M\approx 5\mu$ and $S\approx0.4$, this is $b/(2|f|)$, or 250 Burgers vectors: about 70 nm. The choice $L=h$ is a convention, since a segment in an inclined glide plane could be longer. Equation (\ref{eq:envelope}) is therefore a scale, not a strict bound.

\section{Controlled derivation}

\subsection{Stress supplied by the film}

Assume isotropic elasticity, a thick substrate and no relaxation. Both in-plane strains equal $f$, both in-plane stresses equal $\sigma$, and the free surface makes the normal stress zero. Hooke's law with Young's modulus $2\mu(1+\nu)$ gives
\begin{equation}
f=\frac{\sigma-\nu\sigma}{2\mu(1+\nu)}
\quad\Rightarrow\quad
\sigma=Mf,\qquad M=\frac{2\mu(1+\nu)}{1-\nu}.
\end{equation}
Here $M=132.2$ GPa and $\sigma=264$ MPa.

For the glide plane normal $\mathbf n=(1,1,1)/\sqrt3$ and slip direction $\mathbf s=(1,0,-1)/\sqrt2$,
\begin{equation}
\tau=\mathbf n\cdot
\begin{pmatrix}\sigma&0&0\\0&\sigma&0\\0&0&0\end{pmatrix}
\cdot\mathbf s=\frac{\sigma}{\sqrt6}.
\end{equation}
Thus $S=1/\sqrt6=0.408$. Eight of the twelve fcc slip systems have this magnitude. The other four have slip directions lying in the film plane, such as $(1,-1,0)$, for which the two contributions cancel. The resolved stress is $0.408\times264=108$ MPa.

\subsection{Stress needed by the source}

Give the line a constant tension $T$. An arc element of radius $R$ and opening angle $d\alpha$ feels an outward force $\tau bR\,d\alpha$. The tensions at its ends pull it back with $2T\sin(d\alpha/2)=T\,d\alpha$. Balance requires
\begin{equation}
R=\frac{T}{\tau b}.
\end{equation}
An arc through two pins a distance $L$ apart cannot have $R<L/2$. Equilibrium is lost when the arc becomes a semicircle, at
\begin{equation}
\tau_c=\frac{2T}{bL}=\frac{\mu b}{L}
\quad\text{for}\quad T=\frac{\mu b^2}{2}.
\end{equation}
Putting $\tau_c=SM|f|$ and $L=h$,
\begin{equation}
h_{\min}=\frac{\mu b}{S|f|}\,\frac{1-\nu}{2\mu(1+\nu)}
=\frac{b(1-\nu)}{2(1+\nu)S|f|}.
\label{eq:main}
\end{equation}
The shear modulus cancels because it sets both the driving stress and the line tension. With $b=a/\sqrt2=0.2885$ nm,
\begin{equation}
h_{\min}=\frac{0.2885\times0.58}{2\times1.42\times0.4082\times0.002}\ {\rm nm}
=72\ {\rm nm}.
\end{equation}

A line moving with speed proportional to $\tau b-T\kappa$, where $\kappa$ is its curvature, tests the instability. For $L=h=0.97h_{\min}$ it stops with its top at $0.390L$, as the circular arc predicts. For $L=h=1.05h_{\min}$ it emits a loop. This confirms the geometry for the chosen $T$, not the value of $T$.

As $f\to0$ the required thickness diverges. At large misfit the continuum picture fails: $f=0.05$ would give $h_{\min}\approx10b$, where the dislocation core is no longer small beside the source.

\subsection{A better line tension}

The energy per length of a dislocation depends on the angle $\theta$ between line and Burgers vector. With cut-offs $b$ and $L$,
\begin{equation}
E(\theta)=\frac{\mu b^2}{4\pi}\,
\frac{1-\nu\cos^2\theta}{1-\nu}\ln\frac{L}{b}.
\end{equation}
Rotating a line element also changes its energy, so the tension is $E+E''$ and the balance is $(E+E'')\kappa=\tau b$, with the logarithm held fixed. Since $(-\nu\cos^2\theta)''=2\nu\cos2\theta$, the tension is proportional to $1-2\nu+3\nu\cos^2\theta$, which is positive for $0\le\nu<1/2$.

Let $\psi$ be the angle turned from the initial segment. A length $ds=d\psi/\kappa$ advances $\cos\psi\,ds$ along the line joining the pins. For an initially pure edge or pure screw segment the bow is symmetric, and its span is greatest when its ends have turned by $\pm\pi/2$. Hence
\begin{align}
\tau_cbL&=\int_{-\pi/2}^{\pi/2}(E+E'')\cos\psi\,d\psi\nonumber\\
&=\bigl[E'\cos\psi+E\sin\psi\bigr]_{-\pi/2}^{\pi/2}
=2E_\perp .
\end{align}
The second line follows because the derivative of the bracket is $(E''+E)\cos\psi$. Here $E_\perp$ is the energy of a line perpendicular to the initial segment. An edge source is thus controlled by the screw energy, and a screw source by the edge energy:
\begin{equation}
\tau_c=\frac{g\mu b}{2\pi L}\ln\frac Lb,\qquad
g_{\rm edge}=1,\quad g_{\rm screw}=\frac1{1-\nu}.
\end{equation}
With $L=h$, the thickness solves
\begin{equation}
h=h_{\min}\frac{g}{2\pi}\ln\frac hb .
\end{equation}
The solutions are 62 nm for an edge source and 119 nm for a screw source. The simple $\mu b/L$ lies between them.

\section{Bowing out is not closing a loop}

A critical semicircle rises by $L/2$ in the glide plane. That plane makes an angle $\phi$ with the film, with $\cos\phi=1/\sqrt3$ and $\sin\phi=\sqrt{2/3}=0.816$. For $L=h$ and a segment parallel to the interface, the vertical rise is $0.41h$, so the instability fits inside the film if the segment lies deep enough. Such a segment could even be about $2.4h$ long before its critical semicircle no longer fits, which, with constant line tension, would lower the starting thickness to about 30 nm. A driven segment parallel to the interface is a $60^\circ$ line, and with the orientation-dependent logarithmic tension its critical bow is taller: the longest segment that fits is about $1.7h$ and the starting thickness about 40 nm. A complete loop needs more room.

In the moving-line model, with equal mobility for all line directions and no attraction between the arms, let the stress be $s\mu b/L$. At fixed film stress this means $L=sh_{\min}$. If the loop has height $H$ in the glide plane when its arms meet, the film must have
\begin{equation}
h_{\rm loop}=H\sin\phi=s\,\frac HL\,\sin\phi\;h_{\min}.
\end{equation}
At $s=1.05$ the height is $7.17L$, giving $1.05\times7.17\times0.816=6.1$ times $h_{\min}$, or about 440 nm. This is the smallest of the four drives examined, up to $s=2$, and not a proven minimum.

So 72 nm is the scale for starting a source, not for completing a loop wholly inside the film. In between, the expanding line can meet a boundary of the film first. Whether its separate arms then go on multiplying is outside this estimate.

\section{Comparison with existing threading dislocations}

A threading dislocation that glides sideways leaves a misfit line at the interface. For a $60^\circ$ line, $\cos^2\theta=1/4$, and with outer cut-off $h$ and a core term of one its energy per length is
\begin{equation}
W(h)=\frac{\mu b^2(1-\nu/4)}{4\pi(1-\nu)}
\left(\ln\frac hb+1\right).
\end{equation}
Each line relieves an in-plane displacement $b\cos\lambda$, with $\cos\lambda=1/2$. Two crossed arrays, each with $\rho$ lines per unit length, leave the strain $\varepsilon=f-\rho b\cos\lambda$ for $f>0$. The elastic energy per volume is $\frac12(\sigma\varepsilon+\sigma\varepsilon)=M\varepsilon^2$, so the energy per area and its minimum are
\begin{align}
U&=Mh\varepsilon^2+2\rho W,\\
0=\frac{dU}{d\rho}&=-2Mh\varepsilon b\cos\lambda+2W
\;\Rightarrow\;
\varepsilon_{\rm eq}=\frac{W}{Mhb\cos\lambda}.
\end{align}
Relaxation begins when $\varepsilon_{\rm eq}=f$, at about 44 nm for the isotropic constants used here. Existing threads can therefore act before a source with $L=h$ does, though not necessarily before the longest source that fits in the film. At 72 nm this isolated-line energy gives an equilibrium strain of 0.0013, or about 65\% of the original stress. The value is rough and too high. The lines are then about $2.9h$ apart, and the term $Mh\varepsilon^2$ treats their interaction as a uniform strain, which overstates their repulsion at this spacing. Summing the fields of periodic arrays under the free surface gives about 44\% if all lines of an array share one Burgers vector (with the mean screw shear cancelled between the crossed arrays), and about 58\% if the screw and out-of-plane components alternate. A source with $L=h$ then stays inactive.

If the isolated-line energy is extended to thicker films kept at equilibrium, the source condition $SM\varepsilon_{\rm eq}=\mu b/h$ becomes
\begin{equation}
\frac{S(1-\nu/4)}{4\pi(1-\nu)\cos\lambda}
\left(\ln\frac hb+1\right)=1 .
\end{equation}
Both the misfit and the explicit factor $h$ have cancelled. The prefactor is 0.100, so the formal solution is $\ln(h/b)\approx9.0$, or $h\approx2.3\ \mu$m. This is the value in the numerical output, but it is not a physical threshold. Nearly complete relaxation needs lines spaced by $b\cos\lambda/f\approx72$ nm, far closer than $2.3\ \mu$m. Their fields then overlap, and the outer cut-off should be roughly the spacing, not $h$.

With that cut-off the logarithm stops growing. The left-hand side levels off at about $0.100\,(\ln250+1)=0.65$, and the fall of $W$ as the lines crowd together lowers it further: for periodic arrays it is about 0.4 to 0.5 in films thicker than 200 nm. In this estimate a source with $L=h$ and constant tension therefore does not start in a film kept at equilibrium. The logarithmic tension leads to the same conclusion: it replaces the right-hand side by $(g/2\pi)\ln(h/b)$, which is at least 0.88 for $h\ge72$ nm. Longer segments need less stress, and this estimate does not settle whether they start. The comparison applies only when the film has already begun to relax.

\section{The gold film and the model}

The tensile sign suits gold on silver. The 0.2\% misfit is rounded: handbook lattice parameters give about 0.17\%, which would raise $h_{\min}$ to about 83 nm. The Poisson ratio is high for a metal. Gold is also strongly anisotropic. For cubic stiffness, zero normal stress gives a normal strain $-2C_{12}f/C_{11}$ and hence
\begin{equation}
M_{\rm cubic}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=80.5\ {\rm GPa}.
\end{equation}
For a screw along $[110]$, the two shear moduli are $(C_{11}-C_{12})/2$ and $C_{44}$. Scaling each coordinate by the square root of its modulus makes the problem isotropic; the change of area puts $K=\sqrt{C_{44}(C_{11}-C_{12})/2}=25.1$ GPa in place of $\mu$ in the screw energy. Using $K$ for every line direction, together with $M_{\rm cubic}$, in (\ref{eq:envelope}) raises the estimate to 110 nm. Relaxation by threads can also change the answer. In the isotropic estimate above, a source with $L=h$ does not start in a film kept at equilibrium. That result depends on the line energies and should not be carried over unchanged to anisotropic gold. Longer segments may still bow out. Interdiffusion and the supply of pinning points are not included.

The image stress at mid-thickness, lattice friction and modest warming, taken one at a time, have smaller effects. For a screw line at mid-thickness, parallel to the surface, the image lies a distance $h$ away and exerts $\mu b/(2\pi h)$, or 16\% of the resolved stress at $h_{\min}$. This line only sets the scale of image effects: its Burgers vector lies in the film plane, so the misfit does not drive it. For the driven $60^\circ$ line the image stress resolved on the glide plane is about 20\% at mid-thickness and about 40\% at a depth of $h/4$, so the effect is not small for a bow that nears the surface. A rough lattice friction of 1 MPa adds less than 1 nm. Warming by 50 K, with the film still coherent and silver expanding more, raises $f$ to 0.00225 and lowers $h_{\min}$ to 64 nm. In this tensile film the largest force on a fault-creating partial dislocation is 0.69 of the rough stacking-fault energy; in compression it would be half as large. Since this force grows in proportion to $f$, it exceeds the fault energy above $f\approx0.003$. A pinned partial must also overcome its own line tension, so it needs a larger misfit to run alone. Where that happens, the perfect-dislocation source needs revision.

For these parameters, a coherent 20 nm film can reasonably be modelled without internal sources. Near 100 nm the answer depends on source length and character, anisotropy and the remaining strain $\varepsilon$, which should replace $f$ in (\ref{eq:main}). The numerical output lists the values behind these comparisons.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough typical values, gold on silver)
film lattice parameter = 0.408 nm
shear modulus = 27.0 GPa; Poisson ratio = 0.42
misfit strain = 0.0020 (tensile)
cubic C11, C12, C44 = 190, 160, 42 GPa
MAIN ESTIMATE
Burgers vector length = 0.2885 nm
isotropic biaxial modulus = 132.2 GPa
film stress = 264.4 MPa
Schmid factor = 0.4082; active systems = 8 of 12
resolved stress = 107.9 MPa
minimum thickness h_min = 72.2 nm
h_min / b = 250
MOVING-LINE TEST
0.97 h_min: loop emitted = False
  top / L: moving line 0.390, arc 0.390
1.05 h_min: loop emitted = True
ROOM AT LOOP CLOSURE (drive = stress * L / (mu b))
drive 1.05: height 7.17 L, width 8.56 L, thickness 6.14 h_min
drive 1.25: height 6.39 L, width 7.67 L, thickness 6.52 h_min
drive 1.50: height 5.70 L, width 6.87 L, thickness 6.98 h_min
drive 2.00: height 4.77 L, width 5.81 L, thickness 7.78 h_min
least closed-loop thickness in scan = 443 nm
NEGLECTED EFFECTS, ONE AT A TIME
logarithmic tension, edge source: h = 61.6 nm
logarithmic tension, screw source: h = 119.3 nm
cubic biaxial modulus = 80.5 GPa
cubic screw energy factor = 25.1 GPa
cubic elasticity: h = 110.1 nm
threading-line critical thickness = 43.5 nm
equilibrium strain at h_min = 0.00131
source in equilibrium-relaxed film: h = 2.28 um
image stress at mid-thickness = 17.2 MPa
image stress / resolved stress = 0.159
friction stress (rough input) = 1.0 MPa
with friction: h = 72.8 nm
expansion difference (rough) = 5.0e-06 1/K
misfit after 50 K warming = 0.00225
after warming: h = 64.1 nm
largest force on a partial = 20.8 mN/m
fault energy (rough input) = 30.0 mJ/m2
partial force / fault energy = 0.69
\end{verbatim}
